# Intersubband LO-phonon emission time in a GaAs quantum well versus width: a numerical check

```python
# Result under test: an electron at the bottom of subband 2 of an infinite well
# of width L emits an LO phonon into subband 1 at the rate
#   1/tau = R L b(s),  s = Q L,  R = e^2 m w kappa / (4 eps0 hbar^2),
# for spacing E21 > hbar w, and not at all for E21 < hbar w.  The shortest time
# is the one-sided limit E21 -> hbar w:  1/tau_min = 10/(3 sqrt 3) alpha w.
# Symbols: Q in-plane wave-vector transfer, m effective mass, w LO frequency,
# kappa = 1/eps_inf - 1/eps_s, alpha Froehlich constant, b overlap function.
import numpy as np
from scipy.constants import e, hbar, m_e, epsilon_0, pi
from scipy.linalg import eigh_tridiagonal

mass_ratio, phonon_meV, eps_inf, eps_s = 0.067, 36.0, 10.9, 12.9
m = mass_ratio * m_e
meV, nm, ps = 1e-3 * e, 1e-9, 1e-12
E_ph = phonon_meV * meV
w = E_ph / hbar
kappa = 1 / eps_inf - 1 / eps_s
R = e**2 * m * w * kappa / (4 * epsilon_0 * hbar**2)
alpha = e**2 * kappa / (4 * pi * epsilon_0 * hbar) * np.sqrt(m / (2 * E_ph))
L_c = pi * hbar * np.sqrt(3 / (2 * m * E_ph))


def spacing(L):
    return 3 * pi**2 * hbar**2 / (2 * m * L**2)


def b_closed(s):
    p, r = s**2 + pi**2, s**2 + 9 * pi**2
    D = 8 * pi**2 / (p * r)
    return 1 / p + 1 / r - 2 * s * (1 + np.exp(-s)) * D**2


def transfer(L):
    return np.sqrt(2 * m * max(spacing(L) - E_ph, 0.0)) / hbar


def tau_rest(L):
    return 1 / (R * L * b_closed(transfer(L) * L))


def tau_moving(L, E_kin):
    ki = np.sqrt(2 * m * E_kin) / hbar
    kf = np.sqrt(2 * m * (E_kin + spacing(L) - E_ph)) / hbar
    theta = (np.arange(2000) + 0.5) * pi / 2000
    Q = np.sqrt(ki**2 + kf**2 - 2 * ki * kf * np.cos(theta))
    return 1 / (R * L * np.mean(b_closed(Q * L))), abs(ki - kf), ki + kf


# Coupling: exact diagonalization of one mode displaced by 0, 1 or 2 charges.
# The induced interaction must turn 1/eps_inf into 1/eps_s.
volume, q_test = (20 * nm)**3, 2 * pi / (20 * nm)
M2 = e**2 * E_ph * kappa / (2 * epsilon_0 * volume * q_test**2)
g = np.sqrt(M2) / E_ph
levels = np.arange(40.0)
ground = [eigh_tridiagonal(levels, charges * g * np.sqrt(levels[1:]),
                           eigvals_only=True)[0] for charges in (0, 1, 2)]
induced = (ground[2] - 2 * ground[1] + ground[0]) * E_ph
coulomb = e**2 / (epsilon_0 * volume * q_test**2)
assert np.isclose(coulomb / eps_inf + induced, coulomb / eps_s, rtol=1e-8)

# Well states by finite differences, lengths in units of the width.
N = 999
h = 1 / (N + 1)
x = np.arange(1, N + 1) * h
eps_n, phi = eigh_tridiagonal(np.full(N, 2 / h**2), np.full(N - 1, -1 / h**2),
                              select='i', select_range=(0, 1))
gap = eps_n[1] - eps_n[0]
weight = phi[:, 0] * phi[:, 1]
assert np.isclose(gap * hbar**2 / (2 * m * L_c**2), E_ph, rtol=1e-4)

# Overlap function from the phonon form factor by quadrature over q_z.
dq = 0.02
qz = (np.arange(3000) + 0.5) * dq
form2 = np.abs(np.exp(1j * np.outer(qz, x)) @ weight)**2
s_tab = np.arange(0, 501) * 0.05
b_tab = 2 / pi * dq * ((1 / (s_tab[:, None]**2 + qz**2)) @ form2)
assert np.allclose(b_tab, b_closed(s_tab), rtol=2e-4)
assert np.all(np.diff(b_tab) < 0)
for s in (0.5, 3.0, 5.0):
    double_sum = weight @ np.exp(-s * np.abs(x[:, None] - x)) @ weight
    assert np.isclose(double_sum / s, b_closed(s), rtol=1e-4)

# Initial growth of the time with momentum transfer at fixed width; the
# tolerance covers the next order in s at s = 0.05.
slope_formula = 128 / (45 * pi**2)
slope_numeric = (b_tab[0] / b_tab[1] - 1) / s_tab[1]
assert np.isclose(slope_numeric, slope_formula, rtol=0.02)


# Golden rule as an explicit sum over final in-plane states, with a narrow
# Gaussian for the delta function and the numerical overlap.
def rate_direct(L, E_kin):
    sigma, dk = 0.4 * meV, 0.001 / nm
    k = np.arange(-320, 321) * dk
    kx, ky = np.meshgrid(k, k)
    ki = np.sqrt(2 * m * E_kin) / hbar
    Q = np.hypot(kx - ki, ky)
    mismatch = (E_kin + gap * hbar**2 / (2 * m * L**2) - E_ph
                - hbar**2 * (kx**2 + ky**2) / (2 * m))
    delta = np.exp(-mismatch**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * pi))
    qz_integral = L * np.interp(Q * L, s_tab, b_tab) / 2
    strength = e**2 * E_ph * kappa / (2 * epsilon_0)
    return (2 * pi / hbar * strength * np.sum(qz_integral * delta)
            * dk**2 / (2 * pi)**2)


direct = {}
for width in (15, 20):
    direct[width] = 1 / rate_direct(width * nm, 0.0)
    assert np.isclose(direct[width], tau_rest(width * nm), rtol=2e-3)
L_wide, E_hot = 25 * nm, 20 * meV
tau_hot, Q_low, Q_high = tau_moving(L_wide, E_hot)
direct_hot = 1 / rate_direct(L_wide, E_hot)
assert np.isclose(direct_hot, tau_hot, rtol=3e-3)
assert rate_direct(L_wide, 0.0) * tau_hot < 1e-9

# Shortest time lies at the edge of the allowed range of widths.
tau_min = 1 / (R * L_c * b_tab[0])
assert np.isclose(1 / tau_min, 10 / (3 * np.sqrt(3)) * alpha * w, rtol=2e-4)
scan = np.linspace(5 * nm, L_c, 400)
scan_tau = np.array([1 / (R * L * np.interp(transfer(L) * L, s_tab, b_tab))
                     for L in scan])
assert np.all(np.diff(scan_tau) < 0) and scan_tau[-1] < 1 * ps

print(f"effective mass: {mass_ratio:.3f} electron masses")
print(f"LO phonon energy: {phonon_meV:.1f} meV")
print(f"eps_inf, eps_s: {eps_inf:.1f}, {eps_s:.1f} (dimensionless)")
print(f"kappa: {kappa:.6f} (dimensionless)")
print(f"LO angular frequency: {w * ps:.3f} rad/ps")
print(f"Froehlich alpha: {alpha:.5f} (dimensionless)")
print(f"rate prefactor R: {R * nm * ps:.4f} 1/(ps nm)")
print(f"threshold width L_c: {L_c / nm:.3f} nm")
print(f"b(0): {b_closed(0.0):.5f} (dimensionless)")
print(f"shortest time: {tau_min / ps:.4f} ps = {tau_min / 1e-15:.1f} fs")
print(f"initial slope of tau/tau(0) in s, formula: {slope_formula:.4f}")
print(f"same slope from quadrature at s=0.05: {slope_numeric:.4f}")
print("Electron at the bottom of subband 2; last two columns are")
print("the width factor L_c/L and the momentum factor b(0)/b(s)")
print("L/nm   E21/meV  Q/(1/nm)  s=QL    b(s)     tau/ps  width  mom.")
for L in [v * nm for v in (10, 12, 14, 15, 16, 18, 20, 21)] + [L_c]:
    Q = transfer(L)
    b = b_closed(Q * L)
    print(f"{L / nm:6.3f} {spacing(L) / meV:7.2f}  {Q * nm:7.4f}  "
          f"{Q * L:6.3f}  {b:.5f}  {tau_rest(L) / ps:7.4f}  "
          f"{L_c / L:.3f}  {b_closed(0.0) / b:.3f}")
for width, value in direct.items():
    print(f"direct golden-rule sum, L={width} nm: {value / ps:.4f} ps")
print(f"wide well: width {L_wide / nm:.1f} nm")
print(f"wide well: spacing {spacing(L_wide) / meV:.2f} meV")
print("wide well: kinetic energy needed for emission "
      f"{(E_ph - spacing(L_wide)) / meV:.2f} meV")
print(f"wide well: chosen kinetic energy {E_hot / meV:.1f} meV")
print(f"wide well: Q from {Q_low * nm:.4f} to {Q_high * nm:.4f} 1/nm")
print(f"wide well: emission time, formula {tau_hot / ps:.4f} ps")
print(f"wide well: emission time, direct sum {direct_hot / ps:.4f} ps")
print("done: every assertion held")
```

Running it gives:

```
effective mass: 0.067 electron masses
LO phonon energy: 36.0 meV
eps_inf, eps_s: 10.9, 12.9 (dimensionless)
kappa: 0.014224 (dimensionless)
LO angular frequency: 54.694 rad/ps
Froehlich alpha: 0.07157 (dimensionless)
rate prefactor R: 3.0944 1/(ps nm)
threshold width L_c: 21.626 nm
b(0): 0.11258 (dimensionless)
shortest time: 0.1327 ps = 132.7 fs
initial slope of tau/tau(0) in s, formula: 0.2882
same slope from quadrature at s=0.05: 0.2898
Electron at the bottom of subband 2; last two columns are
the width factor L_c/L and the momentum factor b(0)/b(s)
L/nm   E21/meV  Q/(1/nm)  s=QL    b(s)     tau/ps  width  mom.
10.000  168.37   0.4825   4.825  0.03470   0.9314  2.163  3.245
12.000  116.92   0.3772   4.527  0.03690   0.7297  1.802  3.051
14.000   85.90   0.2962   4.147  0.04000   0.5771  1.545  2.815
15.000   74.83   0.2613   3.920  0.04202   0.5128  1.442  2.679
16.000   65.77   0.2288   3.661  0.04448   0.4541  1.352  2.531
18.000   51.97   0.1676   3.016  0.05150   0.3486  1.201  2.186
20.000   42.09   0.1035   2.070  0.06465   0.2499  1.081  1.741
21.000   38.18   0.0619   1.300  0.07871   0.1955  1.030  1.430
21.626   36.00   0.0000   0.000  0.11258   0.1327  1.000  1.000
direct golden-rule sum, L=15 nm: 0.5127 ps
direct golden-rule sum, L=20 nm: 0.2498 ps
wide well: width 25.0 nm
wide well: spacing 26.94 meV
wide well: kinetic energy needed for emission 9.06 meV
wide well: chosen kinetic energy 20.0 meV
wide well: Q from 0.0488 to 0.3262 1/nm
wide well: emission time, formula 0.3545 ps
wide well: emission time, direct sum 0.3545 ps
done: every assertion held
```
